Generalized smearing entropies, variational forces, negative occupations and multiple Fermi levels

**1. What dimensions and symmetry fix**

A metal calculation replaces the sharp occupation step at the Fermi level μ by a smooth one of width σ. The occupation f of an orbital with energy ε is a pure number, and it cannot change when the zero of energy is moved. It can therefore depend on ε, μ and σ only through

x = (μ − ε)/σ.

Deep levels have x → +∞ and f → 1; high levels have x → −∞ and f → 0. Write the slope of f as D(x), a smoothed delta function of unit area:

f(x) = ∫_{−∞}^{x} D(t) dt, ∫D dt = 1.

Fractional occupations make the energy E depend on how the f_i respond when atoms move. We look for a correction that cancels this response. If it is a sum over orbitals and must be an energy, it has the form σ times a dimensionless function of x. With two electrons per orbital,

A = E − 2σ Σ_i s(x_i).

Only the function s is left to find. Hartree atomic units are used, σ is held fixed, and D falls off fast enough for all the integrals below to exist.

**2. The entropy that makes A stationary**

Take independent electrons first, so that E = 2Σε_i f(x_i) and N = 2Σf(x_i). Treat each x_i as a free variable and impose the electron number with the multiplier μ:

∂(A − μN)/∂x_i = 2[(ε_i − μ) D(x_i) − σ s'(x_i)].

This must vanish at x_i = (μ − ε_i)/σ, where ε_i − μ = −σx_i. Hence

s'(x) = −x D(x), s(x) = −∫_{−∞}^{x} t D(t) dt.

The lower limit gives empty levels zero entropy. Filled levels have s(+∞) = −M₁, where

M_k = ∫ x^k D(x) dx,

so they too have zero entropy if M₁ = 0, as in all the cases below.

Putting s' back for arbitrary x_i gives

∂(A − μN)/∂x_i = 2D(x_i)(ε_i − μ + σx_i).

The bracket gives the intended solution. If D has zeros, D(x_i) = 0 gives further stationary points, which are spurious: there an occupation merely sits at an extremum of f.

**3. Forces with interacting electrons**

Let the mean-field energy be

E = 2Σf_i⟨φ_i|h₀|φ_i⟩ + E_int[n] + E_nuc, n = 2Σf_i|φ_i|²,

with orthonormal orbitals satisfying hφ_i = ε_iφ_i, where h = h₀ + v and v = δE_int/δn. When an atomic coordinate R changes, E changes in three ways.

- Explicitly, through h₀, E_nuc and any direct R dependence of E_int. Call this ∂E/∂R.
- Through the orbitals. This part is 2Σf_i(⟨δφ_i|h|φ_i⟩ + c.c.) = 2Σf_iε_i δ⟨φ_i|φ_i⟩ = 0, because the norm is fixed.
- Through the occupations. Since ∂n/∂f_i = 2|φ_i|², we have ∂E/∂f_i = 2⟨φ_i|h₀ + v|φ_i⟩ = 2ε_i.

The entropy obeys ds_i = −x_i D(x_i) dx_i = −x_i df_i. Therefore

dA = (∂E/∂R) dR + 2Σ(ε_i + σx_i) df_i
 = (∂E/∂R) dR + μ dN,

because ε_i + σx_i = μ for every orbital. At fixed electron number dN = 0, and the force is

F = −dA/dR = −∂E/∂R.

No derivative of an occupation survives. If the basis functions move with the atoms, the explicit derivative must include their Pulay terms.

For an electrode held at fixed μ, use Ω = A − μN. Then dΩ = dA − μ dN = (∂E/∂R) dR, and the same explicit force is the derivative of Ω, provided that the energy of the charged system and its potential reference are well defined.

The energy without the entropy term lacks this property. From E = A + 2σΣs_i,

−dE/dR = F − 2σ d(Σs_i)/dR.

Molecular dynamics with the forces F thus conserves kinetic energy plus A, not kinetic energy plus E. The derivation also assumes that μ follows one smooth branch as R changes, a condition examined in part 9.

**4. Gaussian smearing**

With D = e^{−x²}/√π, both integrals are elementary:

f = ½ erfc(−x),
s = −(1/√π)∫_{−∞}^{x} t e^{−t²} dt = e^{−x²}/(2√π).

This s is positive and largest at half filling, as a thermal entropy is, but σ is a numerical width and not a temperature. The second moment is M₂ = ½.

**5. Methfessel-Paxton smearing**

Expand the true delta function in Hermite polynomials times a Gaussian. Odd terms vanish by symmetry:

δ(x) = Σ_m A_m H_{2m}(x) e^{−x²}.

Multiply by H_{2m} and integrate. With ∫H_j H_k e^{−x²}dx = 2^k k! √π δ_{jk} and H_{2m}(0) = (−1)^m (2m)!/m!,

A_m = H_{2m}(0)/[4^m (2m)! √π] = (−1)^m/(m! 4^m √π).

Order n keeps the terms m = 0 to n. A power x^k with k ≤ 2n + 1 contains only Hermite polynomials up to degree k. The dropped terms are orthogonal to these, so the truncated D gives the same moments as the delta function: M_k = 0 for 1 ≤ k ≤ 2n + 1.

For the occupation use d(H_j e^{−x²})/dx = −H_{j+1}e^{−x²}:

f = ½ erfc(−x) − Σ_{m=1}^{n} A_m H_{2m−1}(x) e^{−x²}.

For the entropy we need xD. The recurrence is xH_{2m} = ½H_{2m+1} + 2mH_{2m−1}, and A_m = −A_{m−1}/(4m) gives 2mA_m = −½A_{m−1}. Thus

Σ_{m=0}^{n} A_m xH_{2m} = ½Σ_{m=0}^{n} A_mH_{2m+1} − ½Σ_{m=1}^{n} A_{m−1}H_{2m−1}.

The second sum, renumbered, removes every term of the first except m = n. So

xD = ½A_n H_{2n+1} e^{−x²} = −d/dx[½A_n H_{2n} e^{−x²}],

and s' = −xD integrates to

s = ½A_n H_{2n}(x) e^{−x²}.

For first order, called MP1 below, A₁ = −1/(4√π), H₁ = 2x and H₂ = 4x² − 2:

D = (3/2 − x²) e^{−x²}/√π,
f = ½ erfc(−x) + x e^{−x²}/(2√π),
s = (1 − 2x²) e^{−x²}/(4√π).

This entropy is negative for |x| > 1/√2, so it cannot count microstates. It is the function that makes A stationary.

**6. Cold smearing**

Now give up the symmetry of D. Take a shifted Gaussian times a linear factor,

D = (1 − bu) e^{−u²}/√π, u = x − c,

and require M₁ = M₂ = 0. Gaussian averages are ⟨u²⟩ = ½ and ⟨u⁴⟩ = ¾, and odd powers average to zero. Then

M₁ = ⟨(u + c)(1 − bu)⟩ = c − b/2 = 0, so b = 2c;
M₂ = ⟨(u + c)²(1 − bu)⟩ = ½ + c² − bc = ½ − c² = 0, so c = ±1/√2.

The two signs are mirror images. Cold smearing takes the plus sign, with b = √2. Since ∫_{−∞}^{u} v e^{−v²}dv = −½e^{−u²},

f = ½ erfc(−u) + e^{−u²}/√(2π).

Both terms are positive, so no occupation is negative. For the entropy,

x(1 − √2u) = (u + 1/√2)(1 − √2u) = (1 − 2u²)/√2,

and d(u e^{−u²})/du = (1 − 2u²)e^{−u²}. Therefore

s = −u e^{−u²}/√(2π), u = x − 1/√2.

**7. What the vanishing moments buy**

Consider independent electrons with a density of states g(ε), spin included, that is smooth over several σ around μ. Let N₀(μ) be the zero-width electron count. Integrating by parts,

N_σ(μ) = ∫g(ε) f((μ − ε)/σ) dε = ∫N₀(μ − σt) D(t) dt.

At fixed levels part 3 gives dA = μ dN, so dΩ/dμ = −N. Integration over μ then gives the same convolution for Ω, and a Taylor expansion yields

Ω_σ − Ω₀ = Σ_{k≥1} (−σ)^k (M_k/k!) d^kΩ₀/dμ^k,

with Ω₀'' = −g, Ω₀''' = −g' and Ω₀'''' = −g''.

To return to a fixed electron number N̄, define W(μ) = Ω_σ(μ) + μN̄. Its slope is N̄ − N_σ(μ), so W is stationary at the Fermi level, where it equals A. If the first nonzero moment is M_k, the zero-width Fermi level μ₀ is wrong by order σ^k, and using it changes W by order σ^{2k}. To leading order, A − E₀ is therefore Ω_σ − Ω₀ at μ₀.

The moments needed are as follows.

- Gaussian: M₂ = ½.
- MP1: M₄ = (3/2)⟨x⁴⟩ − ⟨x⁶⟩ = (3/2)(3/4) − 15/8 = −3/4, with the Gaussian average ⟨x⁶⟩ = (5/2)⟨x⁴⟩ = 15/8.
- Cold: M₃ = 3c/2 + c³ − b(3/4 + 3c²/2) = 2c − 3c = −1/√2, and M₄ = (3/4 + 3/2 + 1/4) − (3bc + 2bc³) = 5/2 − 4 = −3/2.

The errors follow:

Gaussian: A − E₀ ≈ −σ²g/4
MP1: A − E₀ ≈ +σ⁴g''/32
Cold: A − E₀ ≈ −σ³g'/(6√2) + σ⁴g''/16.

As a check, take a dense one-dimensional band ε = −2t cos k with t = 0.1, σ = 0.005 and μ₀ = −0.1 hartree. There g = 3.6755, g' = −12.252 and g'' = 245.04 per site, in inverse powers of hartree. The Gaussian formula gives

−(2.5×10⁻⁵)(3.6755)/4 = −2.297×10⁻⁵ hartree per site,

against a computed −2.298×10⁻⁵. For cold smearing the two terms are 1.805×10⁻⁷ and 0.096×10⁻⁷, together 1.901×10⁻⁷; the computed error is 1.907×10⁻⁷. For MP1 the values are 4.79×10⁻⁹ predicted and 4.80×10⁻⁹ computed. These gains rest on a smooth g. Near a band edge, or for a few discrete levels, the expansion does not apply.

**8. What they cost: occupations outside 0 to 1**

If D ≥ 0 everywhere, M₂ is positive. Removing the σ² error therefore forces D to be negative somewhere. The occupations suffer as well. Integrate M₂ by parts on each half line, using f on the left and 1 − f on the right so that the boundary terms vanish:

M₂ = 2∫_{−∞}^{0} |x| f dx + 2∫_{0}^{∞} x(1 − f) dx.

If M₂ = 0, f cannot stay between 0 and 1, because both integrands would then be nonnegative without vanishing identically.

For an even D, f(−x) = 1 − f(x). The two integrals are then equal, and each must vanish. So every Methfessel-Paxton order n ≥ 1 has negative occupations somewhere above μ and occupations larger than one somewhere below it. For MP1 the extrema are where D = 0, at x = ±√(3/2) = ±1.2247, with

f = −0.0355 for a level 1.22σ above μ,
f = 1.0355 for a level 1.22σ below μ.

A negative f subtracts density. Where such an orbital decays into vacuum more slowly than all the others, the total density becomes negative in its tail.

Cold smearing has f > 0, so the whole penalty falls on the filled side. Its D vanishes at u = 1/√2, that is x = √2, where f reaches 1.0833 before falling back towards 1 from above.

There is a second consequence. From ds = −x df,

ds/df = −x, d²s/df² = −dx/df = −1/D(x).

For a Gaussian this is negative everywhere, and s is a concave function of f. For MP1 the curvature is −1.82 at x = 0.5 but +38.7 at x = 2. Since f turns back at the zeros of D, one value of f can belong to several x with different s. The entropy is then a function of x, not of f. For independent electrons A has curvature 2σ/D along each f_i, so A − μN has no minimum at the stationary point if any level has D < 0. At fixed N the second-order change of A is σΣδf_i²/D_i with Σδf_i = 0. If two or more orbitals have D < 0, moving charge between two of them lowers A, and the point is no minimum. If only one has D₁ < 0 and the D of the others add up to S, the cheapest compensating change gives σδf₁²(1/D₁ + 1/S), so a minimum survives only when S < |D₁|. The force theorem survives, because it needs stationarity alone; an algorithm that minimizes A over occupations may fail.

**9. Where several Fermi levels arise**

The Fermi level solves N(μ) = N̄. At fixed levels,

dN/dμ = (2/σ) Σ_i D(x_i).

If D > 0, N rises steadily and the solution is unique. If the sum is negative, N falls as μ rises, and the same N̄ can be met more than once. A majority of levels with D < 0 is not enough for this: a single level near μ, where D is large and positive, can outweigh several of them. A dense, smooth spectrum averages D over x and restores a positive slope near g; a gap several σ wide, or sampling of the Brillouin zone so sparse that the levels lie several σ apart, can leave it negative.

When several solutions exist, W' = N̄ − N(μ) relates their free energies:

A(μ_b) − A(μ_a) = −∫_{μ_a}^{μ_b} [N(μ) − N̄] dμ.

**Filled shell, MP1.** Take two shells of equal degeneracy at energies 0 and Δ, with the lower one just filled. Put μ = Δ/2 + σy and a = Δ/(2σ). The condition f(a + y) + f(−a + y) = 1 becomes, by symmetry,

f(a + y) − f(a − y) = 0.

Mid-gap, y = 0, is a solution. The left side has slope 2D(a) there and tends to 1 for large y. If D(a) < 0 it starts downwards for y > 0 and must cross zero again; being odd in y, it has a mirror root too. There are then at least three Fermi levels. The condition a > √(3/2) reads

Δ > √6 σ = 2.449σ.

A numerical search finds one root at Δ = 2.40σ and three at 2.50σ.

**Filled shell, cold.** The condition is f(x₁) + f(x₂) = 1 with both terms positive, so f(x₁) < 1. That restricts x₁, and the smaller x₂, to the rising part of f, where the sum increases with μ. There is a single Fermi level. For a wide gap it lies just above the lower shell, where f first reaches 1, not at mid-gap. This uniqueness is exact but loses practical force as the gap widens, because f − 1 falls off like e^{−u²}. At Δ = 10σ, mid-gap has u = 4.29 and f − 1 ≈ 3×10⁻⁹. Within a usual numerical tolerance on N, values of μ deep in the gap then also satisfy the count, and they reproduce the zero-width occupations and energy, which the exact root does not do for A.

**Slightly more electrons, cold.** If N̄ exceeds the filled shell by less than 8.33%, and the gap is wide enough that the upper shell stays nearly empty until the lower f has fallen back below the required value, the lower shell alone can hold the excess, once on the rise of f and once on its fall. A third solution then puts the excess in the upper shell. As the gap narrows, the second and third solutions merge and disappear together.

**10. Two shells in numbers**

Let each shell have ten orbitals, with Δ = 0.1 and σ = 0.02 hartree, so Δ = 5σ. All energies here are in hartree.

With 20 electrons the zero-width energy is 0. Gaussian smearing gives μ = 0.0500 and A = −0.00003. MP1 gives three solutions:

μ = 0.0168, A = 0.0116
μ = 0.0500, A = 0.0002
μ = 0.0832, A = 0.0116

At mid-gap the upper occupation is −0.00116. The orbital energy is 20 × (−0.00116) × 0.1 = −0.0023, and the entropy term of about +0.0025 nearly cancels it. This root is the closest to the zero-width energy and has the lowest A, yet dN/dμ = −10.35 per hartree. It is also a maximum against moving electrons between the shells. To see this, put x₁ = y and x₂ = −y, which keeps N fixed. Then

dA/dy = 20 D(y)(2σy − Δ),

whose derivative at y = a is 40σD(a) < 0.

Cold smearing gives μ = 0.0184 and A = 0.0326. With x = 0.01842/0.02 = 0.921, u = 0.214 and s = −0.0815, the entropy term is −2(0.02)(10)(−0.0815) = 0.0326. The whole error comes from this term, at a Fermi level close to the filled shell.

With 21 electrons the zero-width energy is 0.1. Cold smearing now has three solutions:

μ = 0.0218, A = 0.0526, lower f = 1.05
μ = 0.0381, A = 0.0456, lower f = 1.05
μ = 0.0831, A = 0.0777, upper f = 0.05

The first two put all 21 electrons into a shell with room for 20. The third puts 20 × 0.05 = 1 electron in the upper shell, as it should be, and is the closest to 0.1, though still 0.022 below it. The lowest A belongs to the second and worst root. Choosing the lowest A works for MP1 with 20 electrons and fails here, so it is no general rule; the occupations must be inspected.

In dynamics a jump between the MP1 roots at 0.0168 and 0.0500 would change A by 0.0114 with no work done by the forces. Branches can also end. For independent electrons, differentiating N̄ = 2Σf(x_i) gives

dμ/dR = Σ D(x_i)(dε_i/dR) / Σ D(x_i),

which in general diverges where the denominator vanishes. Where it does diverge, the smooth-branch assumption of part 3 fails. The numerator can vanish too: the mid-gap MP1 root μ = Δ/2 passes smoothly through Δ = √6σ, where its denominator is zero, and only the two outer branches end there with infinite slope.

**11. Forces in a self-consistent chain**

The last check includes interactions. A chain of 11 sites holds 11 electrons, with hopping 0.1 hartree, σ = 0.03 hartree and the repulsion energy ½UΣ(n_j − 1)², U = 0.1 hartree. Two sites have shifted on-site energies. Moving atom 4 by R multiplies the hopping of its two bonds by e^{−κR} and e^{+κR}, with κ = 0.8 per bohr. There is no nuclear term. At R = 0.3 bohr the forces, in hartree per bohr, are:

Gaussian: explicit 0.08432, −dA/dR 0.08432, −dE/dR 0.07973
MP1: explicit 0.08184, −dA/dR 0.08184, −dE/dR 0.08477
Cold: explicit 0.08409, −dA/dR 0.08409, −dE/dR 0.08259

The explicit force and the numerical derivative of A agree to all eight printed decimals. The derivative of E misses by 5.4%, 3.6% and 1.8% of the explicit force. A small entropy term does not guarantee a small mismatch. For MP1, E − A is 0.0027 hartree, about a seventh of the Gaussian 0.0199, yet its force mismatch is nearly two thirds as large, because the mismatch depends on how the entropy changes with R.

The three explicit forces differ from one another by up to 0.0025 hartree per bohr. Each is consistent with its own A; consistency does not show that any of them equals the zero-width force. That needs a separate convergence study in σ and in the sampling of the levels. The numerical output below gives the full set of values.

Calculated quantities

```
Moments M2, M3, M4 (dimensionless)
  Gaussian: 0.5000, 0.0000, 0.7500
  MP1: 0.0000, 0.0000, -0.7500
  cold: -0.0000, -0.7071, -1.5000
MP1 lowest occupation per spin: -0.03546 at x = -1.2247
MP1 highest occupation per spin: 1.03546 at x = 1.2247
Cold highest occupation per spin: 1.08332 at x = 1.4142
MP1 curvature d2s/df2 (dimensionless)
  x = 0.5: -1.821
  x = 2.0: 38.709
Chain: 11 sites, 11 electrons, hopping 0.1 hartree
  bond decay 0.8 /bohr, repulsion 0.1 hartree
  sigma 0.03 hartree, displacement 0.3 bohr, atom 4
  on-site energies 0.04 (site 1), -0.03 (site 7), else 0 hartree
Chain forces (hartree/bohr): explicit, -dA/dR, -dE/dR
  Gaussian: 0.08431797, 0.08431797, 0.07973132
    A = -1.341606, E = -1.321662 hartree
  MP1: 0.08183724, 0.08183724, 0.08477243
    A = -1.331621, E = -1.328874 hartree
  cold: 0.08409322, 0.08409322, 0.08258505
    A = -1.332318, E = -1.331207 hartree
Band: hopping 0.1, sigma 0.005, zero-width mu -0.1 hartree
  electrons per site 0.666667, E0 = -0.11026578 hartree/site
  g = 3.6755 /hartree, g' = -12.252 /hartree^2, g'' = 245.04 /hartree^3
Band error A - E0 (hartree/site): computed, predicted
  Gaussian: -2.2976e-05, -2.2972e-05
  MP1: 4.8028e-09, 4.7858e-09
  cold: 1.9074e-07, 1.9006e-07
Two shells: degeneracy 10, energies 0 and 0.1, sigma 0.02 hartree
Gaussian, 20 electrons, zero-width energy 0.0000 hartree
  mu 0.05000, A -0.00003 hartree; dN/dmu 2.18 /hartree; f 0.99980, 0.00020
MP1, 20 electrons, zero-width energy 0.0000 hartree
  mu 0.01684, A 0.01160 hartree; dN/dmu 219.74 /hartree; f 1.00000, -0.00000
  mu 0.05000, A 0.00019 hartree; dN/dmu -10.35 /hartree; f 1.00116, -0.00116
  mu 0.08316, A 0.01160 hartree; dN/dmu 219.74 /hartree; f 1.00000, -0.00000
cold, 20 electrons, zero-width energy 0.0000 hartree
  mu 0.01842, A 0.03262 hartree; dN/dmu 375.84 /hartree; f 1.00000, 0.00000
Gaussian, 21 electrons, zero-width energy 0.1000 hartree
  mu 0.07674, A 0.07083 hartree; dN/dmu 145.86 /hartree; f 1.00000, 0.05000
cold, 21 electrons, zero-width energy 0.1000 hartree
  mu 0.02176, A 0.05257 hartree; dN/dmu 225.16 /hartree; f 1.05000, 0.00000
  mu 0.03807, A 0.04562 hartree; dN/dmu -93.29 /hartree; f 1.05000, 0.00000
  mu 0.08311, A 0.07772 hartree; dN/dmu 162.18 /hartree; f 1.00000, 0.05000
MP1 critical gap: 2.44949 sigma = 0.04899 hartree
```
